# Stability of pp-RPA for repulsion and its Cooper instability for attraction

## Stability of the particle-particle RPA

### The form of the answer

The Hamiltonian conserves particle number, so $H\to H-\mu N$ lowers every two-particle addition energy $E(N+2)-E(N)$ and every removal energy $E(N)-E(N-2)$ by the same $2\mu$. Whether the roots of the particle-particle random-phase approximation (pp-RPA) are real therefore cannot depend on $\mu$, and any positivity criterion must read "positive for some $\mu$".

If the levels and the interaction are both particle-hole symmetric about $\mu$ (in the notation below, $A=C$ and $B=B^T$) and the matrices real, the exchange $(X,Y)\to(Y,X)$ sends $\omega\to-\omega$, so the characteristic polynomial is a real polynomial in $\omega^2$. A root $\omega^2$ stays real as the coupling $g$ varies for as long as it is simple. Unless two such roots collide, the pair $\pm\omega$ therefore reaches complex values by passing through $\omega^2=0$, generically as $\omega^2\propto g_c-g$, onto the imaginary axis. For $2n$ levels of spacing $d$, dimensions give $g_c=d\,f(n)$, and in the bulk limit the only energy left is the band half-width $\omega_D=nd$, so $\omega=\pm i\,\omega_D\,h(g/d)$. What remains is to show that repulsion excludes $\omega^2\le0$ and to find $f$ and $h$.

### The eigenvalue problem

Let $|0\rangle$ be a Hartree-Fock (HF) determinant in a finite orthonormal spin-orbital basis, $i<j$ occupied, $a<b$ virtual, with $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. Assume a pair gap and put $2\mu$ in it: $\max(\varepsilon_i+\varepsilon_j)<2\mu<\min(\varepsilon_a+\varepsilon_b)$. Define $H'=H-\mu N-\langle0|H-\mu N|0\rangle$ and

$$Q^\dagger=\sum_{a<b}X_{ab}\,a^\dagger b^\dagger-\sum_{i<j}Y_{ij}\,i^\dagger j^\dagger=\sum_n z_nO_n^\dagger .$$

The approximation is to evaluate the equation of motion in $|0\rangle$: $\langle[O_m,[H',Q^\dagger]]\rangle=\omega\langle[O_m,Q^\dagger]\rangle$. The tools are $ba|0\rangle=0$, $\langle0|ji=0$, $i^\dagger j^\dagger|0\rangle=0$ and $\langle H'\rangle=0$.

The metric is $\langle ba\,c^\dagger d^\dagger\rangle=+\delta$ for particle pairs and $-\langle k^\dagger l^\dagger\,ji\rangle=-\delta$ for hole pairs, so $W=\mathrm{diag}(1,-1)$. In the particle block one term of the double commutator survives, and the Slater-Condon rules with a diagonal Fock matrix evaluate it:

$$A_{ab,cd}=\langle ba\,H'c^\dagger d^\dagger\rangle=(\varepsilon_a+\varepsilon_b-2\mu)\delta+\langle ab\|cd\rangle .$$

In the hole block the two minus signs of $O_m,O_n^\dagger$ cancel, $\langle0|ji=0$ leaves $-\langle[H',k^\dagger l^\dagger]\,ji\rangle$, and $\langle H'k^\dagger l^\dagger ji\rangle\propto\langle H'\rangle=0$, so

$$C_{ij,kl}=\langle k^\dagger l^\dagger H'ji\rangle=(2\mu-\varepsilon_i-\varepsilon_j)\delta+\langle ij\|kl\rangle .$$

In the mixed block $\langle ba\,[H',-i^\dagger j^\dagger]\rangle=+\langle ba\,i^\dagger j^\dagger H'\rangle$, the complex conjugate of $\langle H'a^\dagger b^\dagger ji\rangle=\langle ij\|ab\rangle$, so $B_{ab,ij}=\langle ab\|ij\rangle$. Hence

$$Mz=\omega Wz,\qquad M=\begin{pmatrix}A&B\\B^\dagger&C\end{pmatrix}=D+V,$$

with $D$ diagonal and positive and $V_{pq,rs}=\langle pq\|rs\rangle$ on particle and hole pairs together, every block with the same sign. Since $M(\mu)=M(0)-2\mu W$, the eigenvectors and $\Omega=\omega+2\mu$ do not depend on $\mu$.

$M$ is also an energy Hessian. The state $e^{tK}|0\rangle$ with $K=Q^\dagger-Q$ is a Bogoliubov vacuum. Its first-order part is $K|0\rangle=\sum X a^\dagger b^\dagger|0\rangle+\sum Y^*ji|0\rangle$, whose $H'$ expectation is $X^\dagger AX+Y^\dagger CY$. The second-order part $\tfrac12K^2|0\rangle$ contains $\sum X_{ab}Y^*_{ij}\,a^\dagger b^\dagger ji|0\rangle$ (two orderings cancel the $\tfrac12$) plus a multiple of $|0\rangle$, and adds $2\,\mathrm{Re}\,Y^\dagger B^\dagger X$. The gauge rotation $e^{i\pi N/2}$ sends $t\to-t$, so odd orders vanish:

$$\langle H'\rangle_t=t^2z^\dagger Mz+O(t^4),\qquad\langle N\rangle_t-N=2t^2z^\dagger Wz+O(t^4).$$

$M>0$ is the Thouless criterion for stability of HF against pairing. With a random complex interaction in an explicit Fock space, $M$ and $W$ were tested against the commutators, and a finite difference gave $2.51608$ against $z^\dagger Mz=2.51608$.

### Repulsion makes $M$ positive definite

Take a local, spin-independent $v(r_{12})$ with integrals evaluated without further approximation. For $\Phi_{pq}=[\phi_p(1)\phi_q(2)-\phi_q(1)\phi_p(2)]/\sqrt2$,

$$\langle\Phi_{pq}|v|\Phi_{rs}\rangle=\tfrac12\big(\langle pq|rs\rangle-\langle pq|sr\rangle-\langle qp|rs\rangle+\langle qp|sr\rangle\big)=\langle pq\|rs\rangle ,$$

using $\langle qp|sr\rangle=\langle pq|rs\rangle$. The $\Phi_{pq}$ are orthonormal, so $\Psi_z=\sum z_{pq}\Phi_{pq}$ has norm $z^\dagger z$ and

$$z^\dagger Vz=\int|\Psi_z(1,2)|^2v(r_{12})\,d1\,d2\ \ge\ (\inf v)\,z^\dagger z .$$

If $v\ge0$ then $M\ge D>0$ at any strength of $v$. More generally $\min D+\inf v>0$ is sufficient, so an attraction that is bounded below and weak enough leaves $M$ positive definite. The proof uses only the gap, and holds for Kohn-Sham orbital energies as well; the Hessian reading needs HF.

"Repulsive" here means $v(r)\ge0$ in real space. The direct particle-hole matrix obeys $x^\dagger(ia|jb)x=\int\tilde v(k)|\rho_x(\mathbf k)|^2d^3k/(2\pi)^3$ and is governed by the Fourier sign. Two interactions (atomic units) separate the conditions, using $\mathrm{erf}(sr)/r\to(4\pi/k^2)e^{-k^2/4s^2}$. First, $v_A=[2\,\mathrm{erf}(r/2)-\mathrm{erf}(3r/4)]/r$ is positive, because concavity gives $\mathrm{erf}(1.5x)\le1.5\,\mathrm{erf}(x)$, while $\tilde v_A\propto2e^{-k^2}-e^{-4k^2/9}$ is negative at large $k$. Second, $v_B=[1-2\,\mathrm{erf}(r)+\mathrm{erf}(r/\sqrt2)]/r$ has $\tilde v_B=(4\pi/k^2)(1-e^{-k^2/4})^2\ge0$, but $\tilde v_B(0)=\int v_B\,d^3r=0$ forces negative values in real space. In the nitrogen orbitals used below, the lowest eigenvalues of $\langle pq\|rs\rangle$ and $(ia|jb)$ are $+0.268$ and $-0.034$ Ha for $v_A$, and $-0.018$ Ha and zero to rounding for $v_B$; the value $-0.018$ respects the bound $\inf v_B=-0.048$ Ha. The magnitudes depend on the basis (cc-pVTZ gives $+0.217$ and $-0.049$ Ha for $v_A$, $-0.029$ Ha and zero for $v_B$); the signs are the same.

### Consequences of $M>0$

*Real roots.* Write $M=LL^\dagger$ (Cholesky). Since $W^2=1$, the problem is $WLL^\dagger z=\omega z$, and $y=L^\dagger z$ satisfies $L^\dagger WL\,y=\omega y$. This matrix is Hermitian, so the roots are real with a complete set of eigenvectors, and congruent to $W$, so by Sylvester's law $N_{pp}$ are positive and $N_{hh}$ negative. Orthonormal $y$ give $z_m^\dagger Mz_n=\delta_{mn}$, hence $z_m^\dagger Wz_n=\delta_{mn}/\omega_n$: positive roots have positive norm (addition), negative roots negative norm (removal).

*Bounds.* The norm sign is independent of $\mu$, and $\Omega^-<2\mu<\Omega^+$ holds for every $2\mu$ in the gap when $v\ge0$. Moving $2\mu$ to either edge gives $\Omega^+\ge\min(\varepsilon_a+\varepsilon_b)$ and $\Omega^-\le\max(\varepsilon_i+\varepsilon_j)$.

*Amplitudes.* Collect the addition vectors with $X^\dagger X-Y^\dagger Y=1$. Then $X^\dagger X\ge1$, $X$ is invertible, and $T=YX^{-1}$ has $T^\dagger T=1-(XX^\dagger)^{-1}<1$. The two block rows, $AX+BY=X\omega^+$ and $B^\dagger X+CY=-Y\omega^+$, multiplied by $X^{-1}$, give $A+BT=X\omega^+X^{-1}$ and, on substitution,

$$B^\dagger+CT+TA+TBT=0,\qquad E_c=\mathrm{Tr}\,BT=\sum\omega^+-\mathrm{Tr}A .$$

These are the ladder-CCD equations and energy. To first order in $V$, $T_{ij,ab}=-\langle ij\|ab\rangle/(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)$, $\mu$ cancels, and $E_c$ is the MP2 energy.

*Sign.* $\mathrm{Tr}\,WM$ gives $\sum\omega^++\sum\omega^-=\mathrm{Tr}A-\mathrm{Tr}C$, so $E_c=-\sum\omega^--\mathrm{Tr}C$ too, and the average is $E_c=\tfrac12(\sum|\omega|-\mathrm{Tr}M)$. The matrix $G=M^{1/2}WM^{1/2}$ is similar to $WM$. With $S=\mathrm{sgn}\,G$, $\sum|\omega|=\mathrm{Tr}[(M^{1/2}S)^\dagger(WM^{1/2})]$. Both factors have squared Hilbert-Schmidt norm $\mathrm{Tr}M$, since $S^2=W^2=1$, and Cauchy-Schwarz gives $E_c\le0$.

*Converse.* If the roots are real, $Z^\dagger WZ=J=\mathrm{diag}(\pm1)$ for a complete set, and all positive-norm roots lie above all negative-norm ones, then $Z^\dagger M(\mu)Z=J\,\mathrm{diag}(\Omega-2\mu)>0$ for $2\mu$ between the groups. Stability in this sense is equivalent to $M(\mu)>0$ for some $\mu$. A complex root has $z^\dagger Wz=0$, because $z^\dagger Mz=\omega\,z^\dagger Wz$ with both forms real; it is neither addition nor removal, and $\sum\omega^+$ loses its definition.

### Nitrogen atom

For quartet N at UHF/cc-pVDZ with all electrons ($E_{\rm UHF}=-54.391115$ Ha) there are 210 particle and 21 hole pairs. The pair gap runs from $-1.12779$ to $0.33522$ Ha, its midpoint is $2\mu=-0.39628$ Ha, and $\min D=0.33522+0.39628\approx0.7315$ Ha. With $\min\mathrm{eig}\,V=0.31784$ Ha, additivity of the two lower bounds requires $\min\mathrm{eig}\,M\ge1.0494$ Ha; the value is $1.17191$ Ha. The roots nearest the gap, $\Omega^+=0.77562$ and $\Omega^-=-1.72446$ Ha, lie $0.440$ Ha above and $0.597$ Ha below the gap edges. The second is a frozen-reference double ionization energy of $46.92$ eV in this small basis ($47.14$ eV in cc-pVTZ, $47.22$ eV in cc-pVQZ); the first describes a dianion confined by the basis and falls to $0.671$, $0.602$ and $0.369$ Ha in cc-pVTZ, cc-pVQZ and aug-cc-pVDZ. Likewise $\min\mathrm{eig}\,V$ falls to $0.234$ Ha in cc-pVTZ and $0.135$ Ha in aug-cc-pVDZ.

The correlation energy is $-0.053607$ Ha ($-1.459$ eV), matched by an iterated ladder-CCD with $\|T\|=0.0453$. It is $74\%$ of UMP2 ($-0.072323$ Ha; the $\lambda^2$ coefficient under $V\to\lambda V$ is $-0.072324$ Ha). These values are not converged in the basis: $E_c$ is $-0.0794$ Ha in cc-pVTZ and $-0.1004$ Ha in cc-pVQZ, with ratios to UMP2 of $0.748$ and $0.765$. In cc-pVDZ, scaling $V$ by 10 and 50 at fixed $\varepsilon$ keeps the roots real and outside the gap, with $\min\mathrm{eig}\,M=4.42$ and $17.38$ Ha.

In all three cases $\min\mathrm{eig}\,M+2\mu$ equals the lowest $\Omega^+$, for instance $4.42428-0.39628=4.02800$. This happens for a vector with $Y=0$, on which $W=1$. The sole $\beta\beta$ hole pair, $1s2s$, has $L=0$, so $B$ vanishes on $\beta\beta$ particle pairs with $L>0$. Resolved by spin and angular momentum, the lowest root is such a pair at all three strengths: $\beta\beta$ with $L=1$, threefold degenerate.

### Attraction: the pairing model

Take doubly degenerate, distinct levels, $P_p^\dagger=c^\dagger_{p\uparrow}c^\dagger_{p\downarrow}$ and $H=\sum e_pn_{p\sigma}-g\sum_{pq}P_p^\dagger P_q$. The $p=q$ term shifts occupied HF levels to $e_i-g$ and leaves virtual ones alone; choosing $e_i=\varepsilon_i+g$, $e_a=\varepsilon_a$ holds the HF energies at $\varepsilon$. Pairs on different levels have $V=0$ and decouple. On same-level pairs every element of $V$ is $-g$, so $M=D-g\,uu^\dagger$ with $u=(1,\dots,1)$, of dimension $n_p+n_h$. For $g<0$, $V\ge0$ and the theorem applies.

The equation is $(D-\omega W)z=g\,u\,(u^\dagger z)$, with diagonal entries $2\varepsilon_a-\Omega$ and $\Omega-2\varepsilon_i$. If $u^\dagger z$ vanished, $z$ would live on one level, where $u^\dagger z\ne0$. Dividing by the diagonal and multiplying by $u^\dagger$,

$$\frac1g=F(\Omega)=\sum_a\frac1{2\varepsilon_a-\Omega}+\sum_i\frac1{\Omega-2\varepsilon_i},\qquad z^\dagger Wz=|g\,u^\dagger z|^2F'(\Omega)\quad(\Omega\ \text{real}).$$

For $g>0$, positive diagonal elements of $M$ require $2\mu$ in the gap. There $D^{-1/2}MD^{-1/2}=1-g\,ww^\dagger$ with $w=D^{-1/2}u$, whose nontrivial eigenvalue is $1-gF(2\mu)$. So $M(\mu)>0$ if and only if $2\mu$ is in the gap and $gF(2\mu)<1$.

Between neighbouring particle poles $F$ runs from $-\infty$ to $+\infty$, between hole poles from $+\infty$ to $-\infty$, which traps $n_p+n_h-2$ real roots. In the gap every term is positive and convex, and $F\to+\infty$ at both edges, so $F$ has one minimum, $F(\Omega^*)=1/g_c$. For $g<g_c$ the two remaining roots lie in the gap, removal on the left ($F'<0$) and addition on the right: attraction pulls them toward each other. At $g_c$, $\det(M-\omega W)=\det(D-\omega W)(1-gF)$ has a double zero with a single eigenvector, of zero norm because $F'(\Omega^*)=0$. This is a Jordan block. Expanding $F$ to second order,

$$(\Omega-\Omega^*)^2\simeq\frac{2(1/g-1/g_c)}{F''(\Omega^*)},$$

negative just above $g_c$. The threshold, the Jordan structure and this law were tested by direct diagonalization of $WM$ in an asymmetric model, $\varepsilon_a/d=0.5,0.75,\dots,1.75$ and $\varepsilon_i/d=-0.5,-1.5$, where $\Omega^*=-0.17685\,d$ and $g_c=0.22549\,d$.

The same model shows two traps. At mid-gap $\mu=0$, $M$ turns indefinite at $g=1/F(0)=0.22129\,d$, $1.9\%$ below $g_c$, while the roots stay real. The downhill direction $D^{-1}u$ has $z^\dagger Wz=F'(0)\neq0$ and changes $\langle N\rangle$; moving $2\mu$ between the two gap roots restores $M>0$. Secondly, for $n_p>n_h$, $F\simeq(n_p-n_h)/|\Omega|>0$ as $\Omega\to-\infty$ and $F\to-\infty$ just below the lowest hole pole, so $F$ has a positive maximum there and two real roots exist there once $1/g$ falls below it. In this model the pair stays complex from $g_c$ up to that point, $g=4.0511\,d$; with more widely spaced hole levels, such as $\varepsilon_i/d=-0.5,-5$, all roots are already real in an intermediate window, $1.22<g/d<1.28$. $M(\mu)$ is still indefinite for every $\mu$, since $g>g_c$. Real roots do not prove stability.

### The Cooper limit

For $\varepsilon=\pm\xi_k$, $\xi_k=(k-\tfrac12)d$, $k\le n$, symmetry gives $\Omega^*=0$ and $F(\omega)=\sum_k4\xi_k/(4\xi_k^2-\omega^2)$. With $\psi(x+1)=\psi(x)+1/x$, $\psi(\tfrac12)=-\gamma-2\ln2$ and $\psi(n+\tfrac12)=\ln n+O(n^{-2})$,

$$\frac d{g_c}=\sum_{k=1}^n\frac1{k-\frac12}=\psi(n+\tfrac12)-\psi(\tfrac12)\simeq\ln(4e^\gamma n).$$

For $n=6,60,300$, $g_c/d=0.26621,\ 0.16507,\ 0.13042$; at $n=6$ the sum is $3.75642$ and the logarithm $3.75527$. At fixed $\omega_D$ with $d\to0$, the dimensionless threshold $g_c/d$ vanishes, but only as $1/\ln n$, so any fixed $g/d>0$ eventually exceeds it. On the imaginary axis $F(i\Gamma)=\sum4\xi_k/(4\xi_k^2+\Gamma^2)$ falls monotonically from $1/g_c$ to zero, so every $g>g_c$ has the roots $\pm i\Gamma$, and one pair amplitude $e^{-i\omega t}$ grows as $e^{\Gamma t}$ ($\hbar=1$). For $\Gamma\gg d$,

$$\frac dg=\int_0^{\omega_D}\!\frac{4\xi\,d\xi}{4\xi^2+\Gamma^2}=\tfrac12\ln\!\Big(1+\frac{4\omega_D^2}{\Gamma^2}\Big)\ \Rightarrow\ \Gamma=\frac{2\omega_D}{\sqrt{e^{2d/g}-1}} .$$

The BCS gap equation without the diagonal self-term, $1/g=\sum_k(\xi_k^2+\Delta^2)^{-1/2}$, has the same threshold at $\Delta=0$ and integrates to $d/g=\mathrm{arsinh}(\omega_D/\Delta)$. With $x=d/g$,

$$\frac\Gamma\Delta=\frac{2\sinh x}{\sqrt{e^{2x}-1}}=e^{-x}\sqrt{e^{2x}-1}=\sqrt{1-e^{-2x}},$$

so both continuum expressions tend to $2\omega_De^{-d/g}$ at weak coupling; at finite $n$ this holds only while $\Gamma,\Delta\gg d$, since both vanish at $g_c$. For $n=300$, $g=0.5\,d$: $\Gamma=600\,d/\sqrt{e^4-1}=81.955\,d$ against $81.957\,d$ from $WM$, and $81.957/82.716=0.99082$ against $0.99080$.

### How large the damage is

For $n=6$ the comparison is with diagonalization of $H$ among states without broken pairs, a sector $H$ does not leave. Energies are in $d$; "add" is $E(N+2)-E(N)$.

| $g$ | RPA root | add | $E_c$ RPA | $E_c$ diag. |
|---|---|---|---|---|
| 0.10 | 0.869 | 0.902 | −0.0471 | −0.0466 |
| 0.20 | 0.613 | 0.818 | −0.2513 | −0.2309 |
| 0.25 | 0.323 | 0.790 | −0.5267 | −0.4073 |
| 0.30 | ±0.499 i | 0.778 | undefined | −0.6656 |
| 0.40 | ±1.149 i | 0.807 | undefined | −1.5047 |

The diagonalized addition energy stays near $0.8\,d$ across $g_c=0.266\,d$, so the collapse belongs to the approximation built on the HF determinant. At small $g$ the error in $E_c$ scales with the measured power $4.05$, yet relative to diagonalization pp-RPA overcorrelates by $1\%$, $9\%$ and $29\%$ at $g=0.10,0.20,0.25\,d$, and the root is low by $4\%$, $25\%$ and $59\%$. Accuracy is lost before any root is complex.

The threshold law with $F''(0)=4.2003/d^3$ gives $\omega^2=2(4-3.75642)/4.2003=0.1160\,d^2$ at $g=0.25\,d$, or $\omega=0.341\,d$, $5\%$ above the RPA root, and $\Gamma^2=2(3.75642-3.33333)/4.2003=0.2015\,d^2$ at $g=0.30\,d$, or $\Gamma=0.449\,d$, $10\%$ below it. Both signs follow from $1/(1-s)>1+s$ with $s=\omega^2/4\xi_k^2$: $F$ exceeds its quadratic form, so it reaches $1/g$ sooner on the real axis and later on the imaginary one. Repulsion at $g=-5\,d$ instead pushes the smallest root to $1.3833\,d$, above the edge at $d$.

### Practice

With the bare Coulomb interaction and a pair gap no test of stability against pairing is needed (stability of the reference in the particle-hole channel is a separate question): a mid-gap $\mu$ and the Hermitian matrix $L^\dagger WL$ give all roots, and a failed Cholesky factorization points to the integrals, the gap or the code. With a modified local, spin-independent interaction, check first $\min D+\inf v>0$, which is sufficient and not necessary. If it fails, or the interaction is not of this form, maximize $\lambda_{\min}[M(\mu)]$ over $\mu$. This function is a minimum over $z$ of functions linear in $\mu$, hence concave, so a one-dimensional search decides the question. A positive maximum means stability. A negative one means that $M(\mu)$ has a negative eigenvalue at every $\mu$, whether or not the roots are real. If the determinant is the HF solution for the interaction used, it is then unstable to pairing: at the maximizing $\mu$ a nondegenerate lowest eigenvector has $d\lambda_{\min}/d\mu=-2z^\dagger Wz=0$, so it keeps $\langle N\rangle$ fixed to second order and gives a descent direction toward a Hartree-Fock-Bogoliubov reference. Roots should be sorted by the sign of $z^\dagger Wz$, and a small separation $\Omega^+_{\min}-\Omega^-_{\max}$ relative to the pair gap read as a warning: in the $n=6$ model, a separation of $0.61$ of the gap already goes with a $9\%$ error in $E_c$.

## Computed results

```
Fock test (model units): [E(t)-E0]/t^2 = 2.51608, z+Mz = 2.51608
N, V x 50: min eig M = 17.37644, Omega+min = 16.98015, Omega-max = -28.34633, Ec = -10.508150 Ha
N, V x 10: min eig M = 4.42428, Omega+min = 4.02800, Omega-max = -6.98911, Ec = -1.671465 Ha
N, V x 1: min eig M = 1.17191, Omega+min = 0.77562, Omega-max = -1.72446, Ec = -0.053607 Ha
N: E_UHF = -54.391115 Ha, pp pairs 210, hh pairs 21
N: max hh pair = -1.12779, min pp pair = 0.33522, 2mu = -0.39628 Ha
N: min D = 0.73151, min eig V = 0.31784 Ha, |T| = 0.0453
N: Ec ppRPA = -0.053607 Ha = -1.459 eV, ladder-CCD = -0.053607 Ha
N: second order = -0.072324, UMP2 = -0.072323 Ha
N: -Omega-max = 46.92 eV
vA: min eig <pq||rs> = 2.68e-01, min eig (ia|jb) = -3.41e-02 Ha
vB: min eig <pq||rs> = -1.79e-02, min eig (ia|jb) = -3.82e-17 Ha
vB: inf v = -0.04782 Ha at r = 1.343 bohr
asym: eps_a/d = [0.5, 0.75, 1.0, 1.25, 1.5, 1.75] eps_i/d = [-0.5, -1.5]
asym: Omega* = -0.17685 d, F'' = 5.7267 /d^3, g_mid = 0.22129 d
asym: g_c = 0.22549 d, real again above g = 4.0511 d
fence n = 6: g_c = 0.26621 d, d/g_c = 3.75642, ln(4e^gamma n) = 3.75527
fence n = 60: g_c = 0.16507 d, d/g_c = 6.05787, ln(4e^gamma n) = 6.05785
fence n = 300: g_c = 0.13042 d, d/g_c = 7.66729, ln(4e^gamma n) = 7.66729
fence n = 6: F''(0) = 4.2003 /d^3; repulsive g = -5 d: min|w| = 1.3833 d
fence n = 6: power of g in Ec error = 4.05
g = 0.10 d: w = 0.86889, Ec RPA = -0.04708; diag: add = 0.90206, Ec = -0.04663 d
g = 0.20 d: w = 0.61311, Ec RPA = -0.25134; diag: add = 0.81798, Ec = -0.23089 d
g = 0.25 d: w = 0.32304, Ec RPA = -0.52667; diag: add = 0.78979, Ec = -0.40731 d
g = 0.30 d: w = +-0.49898 i; diag: add = 0.77751, Ec = -0.66563 d
g = 0.40 d: w = +-1.14905 i; diag: add = 0.80728, Ec = -1.50470 d
bulk n = 300, g = 0.5 d: Gamma = 81.957 d, continuum = 81.955 d
bulk: Delta = 82.716 d, Gamma/Delta = 0.99082, formula = 0.99080
```
